\section*{The temporal-coherence envelope of linear phase contrast in electron microscopy, part 2}

An unsteady focus weakens fine detail in a transmission electron micrograph. Let a thin specimen change the phase of the electron wave by a small real function $\varphi(\mathbf r)$ with Fourier transform $\tilde\varphi(\mathbf q)$. With a steady focus, interference between the scattered beams and the unscattered beam gives the intensity
\begin{equation}
I(\mathbf r)=1+2\int\tilde\varphi(\mathbf q)\sin\chi(q)\,
e^{2\pi i\mathbf q\cdot\mathbf r}\,d^2q .
\label{eq:linear}
\end{equation}
Here $\mathbf r$ is position in the specimen plane, with image coordinates divided by the magnification, and $\mathbf q$ is spatial frequency in cycles per length. A beam of wavelength $\lambda$ makes the angle $\lambda q$ with the axis, and the lens multiplies it by $\exp[-i\chi(q)]$, where
\begin{equation}
\chi(q)=\pi\lambda f q^2+\frac{\pi}{2}C_s\lambda^3q^4 .
\label{eq:chi}
\end{equation}
The mean defocus $f$ is negative for underfocus, when the lens is too weak, and $C_s$ is the spherical aberration. The illumination is a single plane wave along the axis.

A focus error $\varepsilon$ of zero mean adds $a\varepsilon$ to $\chi$, with $a=\pi\lambda q^2$. Images formed at different energies or lens currents add as intensities. With $\Phi(a)=\langle e^{ia\varepsilon}\rangle$, the average is
\begin{align}
\langle\sin(\chi+a\varepsilon)\rangle
&=\operatorname{Im}\left[e^{i\chi}\Phi(a)\right]\nonumber\\
&=|\Phi(a)|\,\sin\left[\chi+\arg\Phi(a)\right].
\label{eq:general}
\end{align}
For Gaussian focus errors of standard deviation $\Delta$ this becomes
\begin{align}
\langle\sin\chi\rangle&=E_t(q)\sin\chi(q),\nonumber\\
E_t(q)&=\exp\left(-\frac12\pi^2\lambda^2\Delta^2q^4\right).
\label{eq:envelope}
\end{align}
The rms phase fluctuation is $a\Delta$. The effective power of $q$ in the exponent, between $q$ and $2q$, is $\log_2[\ln|\Phi(2q)|/\ln|\Phi(q)|]$. It is 4 for a Gaussian and 2 for a Lorentzian focal distribution.

The closing list of calculated quantities also covers a strong grating, $\varphi=\varphi_0\cos(2\pi qx)$, with $\varphi_0=0.2$ rad and period 0.16 nm. Its half-period fringe comes mainly from interference between the beams at $+\mathbf q$ and $-\mathbf q$, which focal spread does not damp.

Q: So far $\Delta$ is just a parameter. Why should an energy spread become a focal spread?

A: A magnetic lens bends slower electrons more strongly. Let $B(z)$ be the field on the axis. Near the axis, zero divergence requires $B_r=-\frac12rB'$. The electron has charge $-e$, constant total momentum $p$ and constant relativistic mass $M$. The torque about the axis is
\begin{align}
\frac{d(rp_\theta)}{dt}
&=-er(v_zB_r-v_rB)\nonumber\\
&=e\left(\frac12r^2B'v_z+r v_rB\right)
=\frac{d}{dt}\left(\frac12eBr^2\right).
\end{align}
A ray that starts outside the field without angular momentum therefore has $p_\theta=\frac12eBr$, and $v_\theta=eBr/(2M)$. The radial equation contains the centrifugal term and the magnetic force:
\begin{equation}
\frac{dp_r}{dt}=\frac{p_\theta v_\theta}{r}-ev_\theta B
=\frac{e^2B^2r}{4M}-\frac{e^2B^2r}{2M}
=-\frac{e^2B^2r}{4M}.
\end{equation}
For small angles $p_r=p\,dr/dz$ and $dz/dt=p/M$, so the left side is $(p^2/M)\,d^2r/dz^2$. Hence
\begin{equation}
\frac{d^2r}{dz^2}=-\frac{e^2B^2}{4p^2}\,r .
\label{eq:ray}
\end{equation}
If the field keeps its shape and is proportional to the lens current $I$, the focus depends on current and momentum through $I^2/p^2$.

Q: Convert that into energy, and keep the relativistic factor.

A: For kinetic energy $E$ and electron rest energy $mc^2$, $p^2c^2=E(E+2mc^2)$. Therefore
\begin{align}
\frac{\delta(p^2)}{p^2}
&=\frac{2(E+mc^2)}{E+2mc^2}\frac{\delta E}{E}
=\kappa\frac{\delta E}{E},\nonumber\\
\kappa&=\frac{1+E/mc^2}{1+E/(2mc^2)} .
\end{align}
Define the chromatic aberration $C_c$ as the focus change per relative change of $I^2/p^2$. Then, to first order,
\begin{equation}
\delta f=C_c\left(2\frac{\delta I}{I}-\kappa\frac{\delta E}{E}\right).
\label{eq:df}
\end{equation}
More current strengthens the lens and raises $f$; more energy lowers it.

The ratio of energy to current sensitivity should be $-\kappa/2$. I tested this by integrating the Lorentz force on an initially parallel 200 keV ray through a Gaussian axial field with a peak of 1.5 T. The traced and derived ratios were both $-0.58183$.

Q: The wavelength changes with energy too. You kept it fixed.

A: Let $s=\delta(p^2)/p^2$. Since $\lambda\propto1/p$, $\delta\lambda/\lambda=-s/2$. The focus shift changes $\chi$ by $-\pi\lambda q^2C_cs$. The wavelength shift changes the defocus and spherical terms by
\begin{equation}
-\frac12\pi\lambda fq^2s-\frac34\pi C_s\lambda^3q^4s .
\end{equation}
Relative to the focus-shift term these have sizes $|f|/(2C_c)$ and $3C_s\lambda^2q^2/(4C_c)$. For the instrument below both are about $2\times10^{-6}$ or less up to 9.5 nm$^{-1}$.

Q: You have an emitter, a high-tension supply and a lens supply. Why add their spreads in squares?

A: If the fluctuations are independent, the average of $e^{ia(\varepsilon_1+\varepsilon_2+\varepsilon_3)}$ is a product of three averages. For Gaussians the exponents add, and so do the variances:
\begin{equation}
\Delta^2=C_c^2\left[\kappa^2\frac{\sigma_E^2+\sigma_V^2}{E^2}
+4\left(\frac{\sigma_I}{I}\right)^2\right].
\end{equation}
Here $\sigma_E$ is the emitter spread, $\sigma_V$ the high-tension fluctuation expressed as an energy, and $\sigma_I$ the current fluctuation. All are standard deviations.

Q: Put in an instrument.

A: Take a 200 kV microscope with a Schottky emitter and an image-side corrector of spherical aberration, used on thin films. I choose $C_c=1.50$ mm, $C_s=5.0$ $\mu$m, $f=-5.0$ nm, an energy spread of 0.70 eV full width at half maximum, and rms fluctuations of 0.30 ppm in high tension and in lens current. A Gaussian falls to half its peak at $\sigma\sqrt{2\ln2}$, so $\sigma_E=0.70/(2\sqrt{2\ln2})=0.2973$ eV. With $\kappa=1.1637$ the three contributions are
\begin{align}
\Delta_E&=1.50\times10^6\,\frac{1.1637\times0.2973}{2.00\times10^5}
=2.59\ \mathrm{nm},\nonumber\\
\Delta_V&=1.50\times10^6\times1.1637\times0.30\times10^{-6}
=0.52\ \mathrm{nm},\nonumber\\
\Delta_I&=1.50\times10^6\times2\times0.30\times10^{-6}
=0.90\ \mathrm{nm}.
\end{align}
The root of the sum of squares is $\Delta=2.80$ nm. The emitter dominates. The current term treats the objective and corrector as one lens on one supply; separate supplies would each need a term of their own.

Q: At what spacing does the information end?

A: A Gaussian has no sharp end, so a threshold must be chosen. Let it be $E_t=e^{-2}=0.135$. Then
\begin{align}
\frac12(\pi\lambda\Delta q^2)^2&=2,
\qquad q^2=\frac{2}{\pi\lambda\Delta},\nonumber\\
d_t=\frac1q&=\sqrt{\frac{\pi\lambda\Delta}{2}} .
\label{eq:limit}
\end{align}
With $\lambda=2.508\times10^{-3}$ nm,
\begin{equation}
d_t=\sqrt{\frac{\pi(2.508\times10^{-3})(2.796)}{2}}
=0.105\ \mathrm{nm}=1.05\ \hbox{\AA}.
\end{equation}
The rms phase fluctuation there is 2 rad.

Q: Show the transfer before the limit as well.

A: At a period of 0.12 nm, $q^2=69.4$ nm$^{-2}$. The defocus and spherical terms are $-2.736$ and $+0.597$ rad, so $\chi=-2.138$ rad and $\sin\chi=-0.843$. The rms phase fluctuation is 1.530 rad, so $E_t=\exp(-1.530^2/2)=0.310$. Their product is $-0.262$. Other periods give:

\begin{center}
\begin{tabular}{ccccc}
period (nm) & $\chi$ (rad) & $\sin\chi$ & $E_t$ & product\\
0.30 & $-0.422$ & $-0.410$ & 0.970 & $-0.398$\\
0.20 & $-0.907$ & $-0.788$ & 0.859 & $-0.677$\\
0.15 & $-1.506$ & $-0.998$ & 0.619 & $-0.618$\\
0.12 & $-2.138$ & $-0.843$ & 0.310 & $-0.262$\\
0.10 & $-2.701$ & $-0.427$ & 0.088 & $-0.038$
\end{tabular}
\end{center}

These products were tested against images of a full phase grating of amplitude 0.01 rad. The calculation used separate energy and current fluctuations, changed the wavelength with energy and added intensities. After division by twice the grating amplitude, the results agreed with the products to the four decimals printed in the numerical output. At 0.10 nm, part of the weakness comes from $\sin\chi$ and would be present with a steady focus.

Q: Would a narrower energy spread improve the limit in proportion?

A: No. Reduce it from 0.70 to 0.20 eV, holding $C_c$, beam energy and both instabilities fixed. The total $\Delta$ falls to 1.28 nm and the limit to 0.071 nm. The energy spread has shrunk by a factor of 3.5, but the limit by a factor of 1.48. The supply fluctuations remain, and $d_t$ varies as the square root of $\Delta$.

Q: A real film and column will not satisfy your assumptions. What happens to the 0.105 nm?

A: The chosen settings are rough values for such a corrected instrument, not measurements of a particular one. Two effects omitted so far weaken the transfer further: image displacement and film thickness. Let random displacements have rms size $u$ along the fringe normal. They change the fringe phase by $2\pi q$ times the displacement, so the Gaussian average gives $\exp(-2\pi^2u^2q^2)$. In a film of thickness $t$, slices at different heights have different focus. If they scatter equally, and once at most, averaging over height gives
\begin{align}
\frac1t\int_{-t/2}^{t/2}\sin(\chi+\pi\lambda q^2z)\,dz
&=\sin\chi\,\frac{\sin X}{X},\nonumber\\
X&=\frac12\pi\lambda q^2t .
\end{align}
For assumed values $u=20$ pm and $t=5.0$ nm, the factors at 0.105 nm are 0.488 and 0.546. They lower the overall transfer factor from 0.135 to $0.135\times0.488\times0.546=0.036$. At 0.12 nm the corresponding product is $0.310\times0.578\times0.716=0.128$, already just below $e^{-2}$. These two effects therefore move the limit from 0.105 to about 0.12 nm. With the 0.20 eV energy spread they move it from 0.071 to about 0.10 nm, so the narrower spread then improves the limit by a factor of only about 1.2.

Q: You also assumed parallel illumination.

A: Let the illumination have a transverse frequency $\mathbf k$. The two linear beam products then acquire phases $\chi(|\mathbf k\pm\mathbf q|)-\chi(k)$. To first order in $\mathbf k$ these are $\chi(q)\pm\mathbf k\cdot\nabla\chi(q)$, because $\nabla\chi$ is odd. Their sum is
\begin{equation}
i\left[e^{-i(\chi+\mathbf k\cdot\nabla\chi)}
-e^{i(\chi-\mathbf k\cdot\nabla\chi)}\right]
=2e^{-i\mathbf k\cdot\nabla\chi}\sin\chi .
\end{equation}
For Gaussian angles of rms size $\alpha$ per axis, each component of $\mathbf k$ has rms size $\alpha/\lambda$. The average gives the factor
\begin{align}
E_s&=\exp\left[-\frac{\alpha^2}{2\lambda^2}|\nabla\chi|^2\right]\nonumber\\
&=\exp\left[-2\pi^2\alpha^2(fq+C_s\lambda^2q^3)^2\right].
\end{align}
With $\alpha=0.10$ mrad, one beam product averaged directly over tilts has modulus 0.9999 for the corrected lens at 0.105 nm. For an uncorrected lens with $C_s=1.2$ mm and $f=-60$ nm the modulus is $9\times10^{-4}$ there, though 0.92 at 0.20 nm. The temporal limit is not the governing one for that uncorrected lens and illumination.

Q: And if the emitter's energy distribution is lopsided?

A: Then the Gaussian result can fail badly near the limit. Consider an energy density proportional to $xe^{-x}$, where $x$ is energy in units of a width parameter. Its mean and variance are both 2. To keep the same rms emitter spread, set $\varepsilon=-b(x-2)$ with $b=\Delta_E/\sqrt2$. Then
\begin{equation}
\Phi_E=e^{2iab}\int_0^\infty xe^{-(1+iab)x}\,dx
=\frac{e^{2iab}}{(1+iab)^2}.
\end{equation}
Its modulus is $1/(1+a^2b^2)$ and its phase is $2ab-2\arctan(ab)$. Multiplying by the Gaussian factors of the two supplies gives, at 0.105 nm, a modulus of 0.278 instead of 0.135 and a phase shift of $+0.785$ rad.

The effective power of $q$ is 3.998 between 1 and 2 nm$^{-1}$, but 3.35 between 5 and 10 nm$^{-1}$. The emitter's exponent, $\ln(1+a^2b^2)$, starts as $a^2b^2$ and then grows more slowly. The rms width alone therefore does not fix the transfer near the limit. This distribution is a test case, not a measured emitter spectrum.

Q: What about electrons that lose energy in the film itself?

A: They are outside the narrow Gaussian. A 20 eV loss shifts the focus by about 175 nm. With a rough mean free path of 100 nm, a 5.0 nm film gives such a loss to $1-e^{-0.05}=4.9\%$ of the electrons. If the losses are spread over several eV, the fringes of these electrons near 0.12 nm average out, and the contrast relative to the total intensity drops by that fraction. With a sharp loss peak or at a coarser period, part of their fringes remains. Detector response and multiple scattering are also left out. In a crystal viewed along a zone axis, multiple scattering is already strong at 5.0 nm. A many-beam calculation without absorption for silicon along [110] at 200 keV leaves only about 70\% of the intensity in the unscattered beam. With the defocus and $C_s$ chosen above, its interference with the 004 beams (0.136 nm) is about a third of the single-scattering value, and that with the 331 beams (0.125 nm) has the opposite sign. The value 0.12 nm is therefore an estimate for a weakly scattering specimen in this model rather than a guaranteed resolution.

\section*{Calculated quantities}
\begin{verbatim}
Beam energy: 200 keV
Spherical aberration Cs: 5.0 um
Chromatic aberration Cc: 1.50 mm
Mean defocus: -5.0 nm
Energy spread FWHM: 0.70 eV; rms: 0.2973 eV
High-tension fluctuation, rms relative: 0.30 ppm
Lens-current fluctuation, rms relative: 0.30 ppm
Wavelength: 2.5079 pm
Relativistic factor kappa: 1.1637
Ray-trace ratio, energy/current focus shift: -0.58183
Derived ratio -kappa/2: -0.58183
Focal spread from emitter: 2.594 nm
Focal spread from high tension: 0.524 nm
Focal spread from lens current: 0.900 nm
Total rms focal spread Delta: 2.796 nm
Information limit: 0.1049 nm
Information-limit frequency: 9.529 1/nm
Narrow energy spread FWHM: 0.20 eV
Narrow spread, Delta: 1.278 nm
Narrow spread, information limit: 0.0710 nm
period(nm) chi(rad) sin(chi) envelope product simulated
0.30 -0.4224 -0.4100 0.9705 -0.3979 -0.3979
0.20 -0.9074 -0.7879 0.8593 -0.6771 -0.6771
0.15 -1.5061 -0.9979 0.6193 -0.6180 -0.6180
0.12 -2.1383 -0.8433 0.3104 -0.2618 -0.2618
0.10 -2.7005 -0.4269 0.0884 -0.0377 -0.0377
Power of q in exponent, Gaussian, 4 to 8 1/nm: 4.0000
Power of q in exponent, Lorentzian, 4 to 8 1/nm: 2.0000
Power of q in exponent, skewed, 1 to 2 1/nm: 3.9976
Power of q in exponent, skewed, 5 to 10 1/nm: 3.3486
Neglected effects at the information limit:
Gaussian temporal envelope there: 0.1353
Skewed spread, modulus: 0.2783
Skewed spread, phase shift size: 0.785 rad
Illumination angle, rms per axis: 0.10 mrad
Convergence factor, corrected lens: 0.99992
Uncorrected lens Cs: 1.2 mm; defocus: -60 nm
Convergence factor, uncorrected lens: 9.22e-04
Same, uncorrected, at 0.20 nm period: 0.9214
Image displacement rms: 20 pm; factor: 0.4882
Film thickness: 5.0 nm; factor: 0.5459
Focus shift for 20 eV loss: 174.6 nm
Inelastic mean free path (rough): 100 nm
Fraction of electrons with a loss: 0.049
Strong grating: 0.2 rad, period 0.16 nm
Fringe amplitude at full period, simulated: -0.2656
Fringe amplitude at full period, linear: -0.2695
Fringe amplitude at half period, simulated: 0.01985
Undamped +q,-q part at half period: 0.01980
Linear envelope at half period: 0.00268
\end{verbatim}
